\section*{RRKM theory with Eckart tunnelling for formaldehyde dissociation to H$_2$ and CO}

\section{Definitions and conventions}

Energies and frequencies are wavenumbers (cm$^{-1}$), so Planck's constant $h$ becomes $1/c_0$, with $c_0=2.997925\times10^{10}$ cm/s the speed of light. Barriers are also given in kcal/mol, with 1 kcal/mol $=349.755$ cm$^{-1}$. Rates are in s$^{-1}$.

The molecule has $J=0$ and harmonic modes $\omega_i$ with zero-point energy $Z=\frac12\sum_i\omega_i$. The energy $E$ is counted from the zero-point level, and $W=E+Z$ from the potential minimum. The saddle point has real modes $\omega_j^\ddagger$, zero-point energy $Z^\ddagger$, and an imaginary frequency of magnitude $\omega$. The classical barrier is $V_0$ from the reactant side and $V_1<V_0$ from the product side. The threshold and the excess energy are
\begin{equation}
E_0=V_0+Z^\ddagger-Z,\qquad x=E-E_0 .
\end{equation}
A channel $n$ is a set of quanta in the saddle modes, with excitation energy $\epsilon_n=\sum_j n_j\omega_j^\ddagger$. The staircase $N^\ddagger(x)=\sum_n\theta(x-\epsilon_n)$ counts open channels, $\rho(E)$ is the smoothed density of reactant states, and $L$ is the number of equivalent saddles. The RRKM rate is $k_{\rm step}=LN^\ddagger(x)/h\rho(E)$. $P(y)$ is the transmission probability of the one-dimensional barrier when the reaction coordinate carries energy $y$ relative to its top.

The model assumes that energy is randomized in the well faster than the molecule reacts, and that the reaction coordinate is separable, so that every channel sees the same barrier raised by $Z^\ddagger+\epsilon_n$.

\section{Problem}

Include tunnelling through an Eckart barrier in RRKM theory and compute $k(E)$ for H$_2$CO $\to$ H$_2$ + CO from $x=-3000$ to $+2000$ cm$^{-1}$. The chosen inputs, roughly typical of formaldehyde, are reactant modes 2840, 2780, 1750, 1500, 1250, 1170, saddle modes 3100, 1850, 1300, 850, 750, $\hbar\omega=1900$ cm$^{-1}$, $V_0=85$ kcal/mol $=29729.2$ cm$^{-1}$ and $V_1=80$ kcal/mol $=27980.4$ cm$^{-1}$. Then $Z=5645$, $Z^\ddagger=3925$ and $E_0=28009.2$ cm$^{-1}=80.08$ kcal/mol. The saddle is planar and its two hydrogen atoms are inequivalent, so exchanging them gives a second saddle reached from the same well, and $L=2$. Isomerization to HCOH, the channel H + HCO and roaming are neglected.

\section{A tempting solution}

RRKM gives the rate of arrival at the barrier and $P$ the chance of passing, so one writes
\begin{equation}
k_{\rm wrong}(E)=P(x)\,k_{\rm step}(E).
\label{wrong}
\end{equation}
Below threshold $N^\ddagger=0$ and the rate vanishes, which defeats the purpose, so one repairs the formula by setting $N^\ddagger=1$ for $x<0$. With the values derived below, $P(-2000)=1.2209\times10^{-3}$ and $\rho=8.563$ per cm$^{-1}$, this gives
\begin{equation}
k_{\rm wrong}=\frac{2(2.997925\times10^{10})(1.2209\times10^{-3})}{8.563}=8.55\times10^{6}\ {\rm s}^{-1}.
\end{equation}
Just above threshold it gives $0.50647\times5.142\times10^9=2.604\times10^9$ s$^{-1}$. For all $x>0$ it predicts $k<k_{\rm step}$, because $P<1$.

\section{The fault}

The step $\theta(x-\epsilon_n)$ in $N^\ddagger$ is already a transmission probability, the classical one for channel $n$. Equation \eqref{wrong} keeps this factor and multiplies it by a second one. A closed channel, $\epsilon_n>x$, is therefore discarded although it tunnels. An open channel is credited with $P(x)$, although the energy left for its reaction coordinate, counted from the potential minimum, is
\begin{equation}
W-Z^\ddagger-\epsilon_n=V_0+(x-\epsilon_n),
\end{equation}
so that $y=x-\epsilon_n$. The step has to be replaced, channel by channel.

\section{The solution}

\subsection{Rate from the flux}

In one channel, plane waves in a box of length $\Lambda$ have momenta spaced by $h/\Lambda$, so there are $dp/h$ states per unit length in $dp$. Moving with velocity $v=dE/dp$, they arrive at the barrier at a rate $v\,dp/h=dE/h$. A fraction $P(x-\epsilon_n)$ passes. Randomization spreads the population evenly over the $\rho\,dE$ states of the shell, so summing over channels and saddles and dividing by $\rho\,dE$ gives Miller's form
\begin{equation}
k(E)=\frac{L\,N_{\rm QM}(x)}{h\rho(E)},\qquad N_{\rm QM}(x)=\sum_nP(x-\epsilon_n).
\label{k}
\end{equation}
Setting $P=\theta$ returns RRKM. Since $\rho$ counts all symmetry species and is smoothed, $k$ is a density-weighted average over species and neighbouring levels. Randomization acts only within a species. At $J=0$ with a planar well and saddle, states with an even (a$'$) or odd (a$''$) number of out-of-plane quanta do not mix, and an a$''$ state can leave only through a channel with an odd number of out-of-plane quanta at the saddle. Take the out-of-plane modes to be 1170 cm$^{-1}$ in the well and 850 cm$^{-1}$ at the saddle, and apply \eqref{k} to each species. At $x=-2000$ cm$^{-1}$ this gives $1.72\times10^7$ s$^{-1}$ for a$'$ and $1.09\times10^6$ s$^{-1}$ for a$''$, and at $x=0$ it gives $5.79\times10^9$ and $7.13\times10^8$ s$^{-1}$.

$P$ vanishes at $y=-V_1$, where the product side closes. Hence $P(x-\epsilon_n)=\int_{-V_1}^{\infty}P'(y)\,\theta(x-\epsilon_n-y)\,dy$, and the sum over $n$ gives
\begin{equation}
N_{\rm QM}(x)=\int_{-V_1}^{x}P'(y)\,N^\ddagger(x-y)\,dy .
\label{conv}
\end{equation}
The correction is a convolution of the staircase with the peak $P'$, not a product.

\subsection{Fitting the Eckart barrier}

Let $q$ be the reaction coordinate with mass $m$, $u=q/\ell$, and $s=1/(1+e^{-u})$, so that $ds/du=s(1-s)$. The potential is
\begin{equation}
V=As+Bs(1-s),\qquad A=p_0^2-p_1^2,\quad B=(p_0+p_1)^2,
\end{equation}
with $p_0=\sqrt{V_0}$, $p_1=\sqrt{V_1}$. It runs from 0 (reactant) to $A=V_0-V_1$ (products). The condition $dV/ds=A+B(1-2s)=0$ gives
\begin{equation}
s^*=\frac{A+B}{2B}=\frac{(p_0-p_1)+(p_0+p_1)}{2(p_0+p_1)}=\frac{p_0}{p_0+p_1},
\end{equation}
and $1-s^*=p_1/(p_0+p_1)$. The height is $p_0(p_0-p_1)+p_0p_1=V_0$, as required. Because $dV/ds=0$ there, $d^2V/du^2=-2B[s^*(1-s^*)]^2=-2V_0V_1/B$. Equating this to $-m\omega^2\ell^2$ fixes the kinetic energy scale,
\begin{equation}
T\equiv\frac{\hbar^2}{2m\ell^2}=\frac{B(\hbar\omega)^2}{4V_0V_1},\qquad \lambda\equiv\frac BT=\frac{4V_0V_1}{(\hbar\omega)^2}.
\end{equation}
The mass and the width enter only through the product $m\ell^2$, which this condition fixes, so neither is needed separately. Here $A=1748.8$, $B=115392.7$ and $T=125.195$ cm$^{-1}$.

\subsection{Exact transmission}

Define $k_1^2=(y+V_0)/T$ and $k_2^2=(y+V_1)/T=k_1^2-A/T$. Put $z=1-s$ and $D=z(1-z)\,d/dz=-d/du$. Since $k_1^2-(A/T)s=k_1^2z+k_2^2(1-z)$, the Schr\"odinger equation is
\begin{equation}
D^2\psi+\left[k_1^2z+k_2^2(1-z)-\lambda z(1-z)\right]\psi=0 .
\end{equation}
Write $\psi=\phi F$ with $\phi=z^\mu(1-z)^\nu$, $\mu=-ik_2$, $\nu=-ik_1$, $\sigma=\mu+\nu$. Then $D\phi=g\phi$ with $g=\mu(1-z)-\nu z$, and
\begin{align}
D^2\psi&=\phi\left[D^2F+2g\,DF+(g^2+Dg)F\right],\\
Dg&=-\sigma z(1-z),\\
g^2&=\mu^2(1-z)+\nu^2z-\sigma^2z(1-z),
\end{align}
where the last line uses $(1-z)^2=(1-z)-z(1-z)$ and $z^2=z-z(1-z)$. The terms $\mu^2(1-z)+\nu^2z$ cancel the $k^2$ terms. With $D^2F=z(1-z)[z(1-z)F''+(1-2z)F']$, division by $z(1-z)$ leaves
\begin{equation}
z(1-z)F''+\left[1+2\mu-(2+2\sigma)z\right]F'-(\sigma^2+\sigma+\lambda)F=0 .
\end{equation}
This is the hypergeometric equation for $F(\alpha_+,\alpha_-;\eta;z)$ with $\eta=1+2\mu$, $\alpha_++\alpha_-=1+2\sigma$ and $\alpha_+\alpha_-=(\sigma+\frac12)^2+\delta^2$, so
\begin{equation}
\alpha_\pm=\tfrac12-i(k_1+k_2)\pm i\delta,\qquad\delta^2=\lambda-\tfrac14 .
\end{equation}
As $u\to+\infty$, $z\to e^{-u}$, $F\to1$ and $\psi\to e^{ik_2u}$, a transmitted wave of unit amplitude. As $u\to-\infty$, $s\to e^u$, and the two behaviours of $\psi$ are $s^{\nu}=e^{-ik_1u}$ (reflected) and $s^{-\nu}=e^{ik_1u}$ (incident), so $F\to C_{\rm ref}+C_{\rm inc}s^{-2\nu}$.

The coefficients follow from Gauss's sum. Expanding $(1-zt)^{-\alpha_+}$ binomially and integrating term by term with the beta integral confirms Euler's representation
\begin{equation}
F=\frac{\Gamma(\eta)}{\Gamma(\alpha_-)\Gamma(\eta-\alpha_-)}\int_0^1t^{\alpha_--1}(1-t)^{\eta-\alpha_--1}(1-zt)^{-\alpha_+}dt .
\end{equation}
At $z=1$ the integral is again a beta integral, $\Gamma(\alpha_-)\Gamma(\eta-\alpha_+-\alpha_-)/\Gamma(\eta-\alpha_+)$, convergent when both $\alpha_-$ and $\eta-\alpha_+-\alpha_-=-2\nu$ have positive real parts, which for real $k_2$ and $\delta$ means $-\frac12<{\rm Re}\,\nu<0$. In that case $s^{-2\nu}\to0$ and $F(1)=C_{\rm ref}$:
\begin{equation}
C_{\rm ref}=\frac{\Gamma(\eta)\Gamma(-2\nu)}{\Gamma(\eta-\alpha_+)\Gamma(\eta-\alpha_-)} .
\end{equation}
Both sides are analytic in the parameters, so the result continues to imaginary $\nu$. The equation for $\psi$ contains only $\nu^2$, so the choice $\nu\to-\nu$ yields the same $\psi$, with the two coefficients exchanged. Under it $\eta-\alpha_\pm=\mu-\nu+\frac12\mp i\delta$ turns into $\alpha_\mp$, and therefore
\begin{equation}
C_{\rm inc}=\frac{\Gamma(1-2ik_2)\,\Gamma(-2ik_1)}{\Gamma(\alpha_+)\Gamma(\alpha_-)} .
\label{cinc}
\end{equation}
The reflection formula $\Gamma(w)\Gamma(1-w)=\pi/\sin\pi w$, with $\Gamma(\bar w)=\overline{\Gamma(w)}$ and $\Gamma(1+w)=w\Gamma(w)$, gives for real $\xi$
\begin{equation}
|\Gamma(i\xi)|^2=\frac{\pi}{\xi\sinh\pi\xi},\quad|\Gamma(1+i\xi)|^2=\frac{\pi\xi}{\sinh\pi\xi},\quad|\Gamma(\tfrac12+i\xi)|^2=\frac{\pi}{\cosh\pi\xi}.
\end{equation}
Inserting these, the factors $2\pi k_2\cdot(\pi/2k_1)/\pi^2$ combine to $k_2/k_1$:
\begin{equation}
|C_{\rm inc}|^2=\frac{k_2}{k_1}\,\frac{\cosh\pi(k_1+k_2-\delta)\cosh\pi(k_1+k_2+\delta)}{\sinh2\pi k_1\,\sinh2\pi k_2}.
\end{equation}
Current is wavenumber times squared amplitude, so $P=(k_2/k_1)/|C_{\rm inc}|^2$. The product of the two cosh factors is $\frac12[\cosh2\pi(k_1+k_2)+\cosh2\pi\delta]$, and
\begin{equation}
P(y)=\frac{2\sinh a\,\sinh b}{\cosh(a+b)+\cosh2c},
\label{P}
\end{equation}
\begin{equation}
a=K\sqrt{y+V_0},\quad b=K\sqrt{y+V_1},\quad c=\pi\delta=2\pi\sqrt{\frac{V_0V_1}{(\hbar\omega)^2}-\frac1{16}},
\end{equation}
with $K=2\pi/\sqrt T=4\pi p_0p_1/[(p_0+p_1)\hbar\omega]$. Numerically $K=0.561546$ cm$^{1/2}$, $\delta=30.3554$, $c=95.3643$.

\subsection{Near the top and the parabolic limit}

Since $2\sinh a\sinh b=\cosh(a+b)-\cosh(a-b)$,
\begin{equation}
\frac{P}{1-P}=\frac{\cosh(a+b)-\cosh(a-b)}{\cosh2c+\cosh(a-b)}\approx e^{a+b-2c},
\end{equation}
because $a+b$ and $2c$ are near 190 while $a-b$ is near 3. Expand $\sqrt{p^2+y}=p+y/2p-y^2/8p^3+\dots$. The zeroth order is $K(p_0+p_1)=4\pi p_0p_1/\hbar\omega$, while $2c\approx4\pi p_0p_1/\hbar\omega-\pi\hbar\omega/8p_0p_1$. The first order is $Ky(p_0+p_1)/2p_0p_1=2\pi y/\hbar\omega$. Thus
\begin{equation}
\ln\frac{P}{1-P}\approx\gamma y+\frac{\pi\hbar\omega}{8\sqrt{V_0V_1}}-\frac K8\left(V_0^{-3/2}+V_1^{-3/2}\right)y^2,\qquad\gamma=\frac{2\pi}{\hbar\omega},
\label{logit}
\end{equation}
with $\gamma=3.30694\times10^{-3}$ cm, constant $0.02587$ and quadratic coefficient $2.8691\times10^{-8}$ cm$^2$. At the top $P(0)=1/(1+e^{-0.02587})=0.50647$. For $V_0,V_1\to\infty$ only the first term survives, which is the parabolic barrier $P_{\rm par}=1/(1+e^{-\gamma y})$, a step of width $1/\gamma=302.4$ cm$^{-1}$. For $\omega\to0$ the step is sharp and RRKM returns. The quadratic term outweighs the constant beyond $|y|=\sqrt{0.02587/2.8691\times10^{-8}}\approx950$ cm$^{-1}$: deeper than that the Eckart barrier, being wider at its base, transmits less than the parabola.

Far below threshold $P_{\rm par}\to e^{\gamma y}$, and the channel sum factorizes into geometric series,
\begin{equation}
N_{\rm par}\to e^{\gamma x}Q^\ddagger,\qquad Q^\ddagger=\prod_j\left(1-e^{-\gamma\omega_j^\ddagger}\right)^{-1}=1.1799 .
\end{equation}
$Q^\ddagger$ is the partition function of the saddle modes at thermal energy $1/\gamma$, or 435 K. The excited channels dropped by the repaired wrong solution add a fixed 18 per cent for a parabola, however deep the energy. At $x=-3000$, $e^{-9.9208}\times1.1799=5.798\times10^{-5}$, equal to the explicit sum $5.7977\times10^{-5}$.

\subsection{Density of states}

The Laplace transform of the level density in $W$ is the partition function $\prod_i[2\sinh(\beta\omega_i/2)]^{-1}$. From $2\sinh(t/2)/t=1+t^2/24+t^4/1920+\dots$, the logarithm is $t^2/24+t^4/1920-t^4/1152=t^2/24-t^4/2880$. Summing over modes with $S_m=\sum_i\omega_i^m$, changing sign and exponentiating,
\begin{equation}
Q(\beta)=\frac{1}{\beta^6\prod\omega_i}\left[1-\frac{S_2}{24}\beta^2+c_4\beta^4+\dots\right],\qquad c_4=\frac{S_2^2}{1152}+\frac{S_4}{2880}.
\end{equation}
The inverse transform of $\beta^{-n}$ is $W^{n-1}/(n-1)!$, and terms of order $\beta^0$ and higher contribute only at $W=0$, so
\begin{equation}
\rho=\frac{1}{\prod\omega_i}\left[\frac{W^5}{120}-\frac{S_2}{24}\frac{W^3}{6}+c_4W\right].
\label{rho}
\end{equation}
The other poles of $Q$, on the imaginary axis, give the oscillations that build the discrete levels and average out on smoothing. With $S_2=2.40379\times10^7$ cm$^{-2}$, $c_4=5.51420\times10^{11}$ cm$^{-4}$, $\prod\omega_i=3.03102\times10^{19}$ cm$^{-6}$ and $W=33654.2$ cm$^{-1}$ at threshold, $\rho=11.8693-0.2099+0.0006=11.660$ per cm$^{-1}$. The argument is $W$, not $E$, because the partition function $\prod_i[2\sinh(\beta\omega_i/2)]^{-1}$ refers energies to the potential minimum.

\section{Numbers}

At $x=-2000$ cm$^{-1}$ the ground channel has $a=0.561546\sqrt{27729.2}=93.5092$, $b=0.561546\sqrt{25980.4}=90.5125$ and $a+b-2c=184.0217-190.7286=-6.7069$, so $P=1/(1+e^{6.7069})=1.2209\times10^{-3}$. The next channels, at $\epsilon_n=750$, 850, 1300, 1500, 1600 and 1700 cm$^{-1}$, give 91.76, 64.79, 13.42, 6.64, 4.66 and 3.27 in units of $10^{-6}$. These seven terms add to $1.4054\times10^{-3}$, and all channels to $N_{\rm QM}=1.4108\times10^{-3}$. Then
\begin{equation}
k=\frac{2(2.997925\times10^{10})(1.4108\times10^{-3})}{8.563}=9.878\times10^6\ {\rm s}^{-1},
\end{equation}
at 74.36 kcal/mol. Its inverse, $1.012\times10^{-7}$ s, belongs to the average over symmetry species and is not the mean lifetime of either species. This is 1.1556 times the wrong value. The ratio lies below $Q^\ddagger$ because the quadratic term in \eqref{logit} suppresses the deeper channels further.

\begin{center}
\begin{tabular}{rrrr}
$x$ (cm$^{-1}$) & $\rho$ (per cm$^{-1}$) & $N^\ddagger$ & $N_{\rm QM}$\\
$-3000$ & 7.284 & 0 & $4.400\times10^{-5}$\\
$-2000$ & 8.563 & 0 & $1.411\times10^{-3}$\\
$-1000$ & 10.016 & 0 & $4.123\times10^{-2}$\\
$-500$ & 10.813 & 0 & 0.1959\\
0 & 11.660 & 1 & 0.6753\\
500 & 12.559 & 1 & 1.573\\
1000 & 13.512 & 3 & 3.119\\
2000 & 15.592 & 8 & 9.321
\end{tabular}
\end{center}

\begin{center}
\begin{tabular}{rrrr}
$x$ (cm$^{-1}$) & $k_{\rm step}$ & $k_{\rm par}$ & $k$ (Eckart)\\
$-3000$ & 0 & $4.773\times10^5$ & $3.622\times10^5$\\
$-2000$ & 0 & $1.107\times10^7$ & $9.878\times10^6$\\
$-1000$ & 0 & $2.509\times10^8$ & $2.468\times10^8$\\
$-500$ & 0 & $1.079\times10^9$ & $1.086\times10^9$\\
0 & $5.142\times10^9$ & $3.444\times10^9$ & $3.473\times10^9$\\
500 & $4.774\times10^9$ & $7.465\times10^9$ & $7.510\times10^9$\\
1000 & $1.331\times10^{10}$ & $1.377\times10^{10}$ & $1.384\times10^{10}$\\
2000 & $3.076\times10^{10}$ & $3.569\times10^{10}$ & $3.584\times10^{10}$
\end{tabular}
\end{center}

The step values at $x=0$ are limits from above. There the quantum rate is below the step rate: the ground channel is half reflected, and the closed channels add only $0.6753-0.5065=0.1688$. The result $3.473\times10^9$ s$^{-1}$ still exceeds the wrong $2.604\times10^9$ s$^{-1}$. At $x=500$ the quantum rate is well above $k_{\rm step}$, which \eqref{wrong} can never produce, because the channels at 750 and 850 cm$^{-1}$ lie within about $1/\gamma$ of opening. The step rate falls between $x=0$ and 500, since $\rho$ grows while no channel opens, whereas the Eckart rate rises through the whole table. The parabolic and Eckart columns cross between $x=-1000$ and $-500$, a little above $-700$. This is higher than the single-channel crossing near $-950$ from \eqref{logit}, because at $x=-950$ the excited channels already lie deeper, where the Eckart barrier transmits less. The averaged rate reaches $10^6$ s$^{-1}$ at $x=-2695$ cm$^{-1}$, or 7.70 kcal/mol below $E_0$ (at about $-2860$ for a$'$ and $-2030$ for a$''$ states, and at about $-2410$ or $-2990$ if $\hbar\omega$ is ten per cent lower or higher), so a microsecond experiment sees products far below the true threshold and would understate the barrier if their onset were taken as the threshold, as step-function RRKM suggests.

At $x=-2000$, changing $\hbar\omega$ to 1710 or 2090 cm$^{-1}$ gives $4.481\times10^6$ or $1.910\times10^7$ s$^{-1}$, about a factor of two for ten per cent. Lowering both Eckart heights to 80 and 75 kcal/mol at fixed $E_0$ gives $9.803\times10^6$ s$^{-1}$, a change below one per cent. A common shift of the heights in \eqref{P} by about the size of the zero-point correction $V_0-E_0\approx5$ kcal/mol thus matters little here, while $\omega$ and $E_0$ control the result.

\section{What the rate means and where it fails}

The Eckart function has no well, so the link to a decaying bound state needs a check. Put a hard wall at $u=-U$, where $V$ is negligible and $\psi\propto e^{ik_1u}+re^{-ik_1u}$. The condition $\psi(-U)=0$ reads $G\equiv-re^{2ik_1U}=1$. At real energy $G=\sqrt{1-P}\,e^{i\varphi}$, so roots lie at complex energies $E_n-i\Gamma_{\rm res}/2$. Expanding $\ln G=2\pi in$ to first order and neglecting the slope of $|G|$ against $\varphi'$,
\begin{equation}
\tfrac12\ln(1-P)+i\varphi(E_n)+i\varphi'\left(-\tfrac i2\Gamma_{\rm res}\right)=2\pi in .
\end{equation}
The imaginary part, $\varphi(E_n)=2\pi n$, makes the level density $\rho_1=\varphi'/2\pi$. The real part gives
\begin{equation}
\Gamma_{\rm res}=-\frac{\ln(1-P)}{2\pi\rho_1}.
\label{width}
\end{equation}
The population decays as $e^{-\Gamma_{\rm res}t/\hbar}$, and for $P\ll1$ the rate is $P/2\pi\hbar\rho_1=P/h\rho_1$, which is \eqref{k} for one channel. For $U=60$ the pole at $y=-2032.0$ cm$^{-1}$ has $P=1.0942\times10^{-3}$, $\rho_1=5.35940\times10^{-3}$ per cm$^{-1}$ and width 0.032513 cm$^{-1}$, against 0.032512 from \eqref{width} and 0.032494 from the linear form. At $y=25.6$ cm$^{-1}$, with $P=0.5276$, the width is 22.339 cm$^{-1}$, against 22.328 and 15.708. In one dimension the whole population strikes the barrier once per round trip and survives $M$ trips with probability $(1-P)^M$, which produces the logarithm. Equation \eqref{k} describes instead the flux drawn from a pool that randomization keeps uniform. The two agree in the tunnelling regime, and near or above threshold $\hbar k$ should not be read as a mean pole width.

The remaining limits come from the assumptions. In the tunnelling range the mean width times the density is approximately $LN_{\rm QM}/2\pi$, which is 0.013 at $x=-1000$ and 0.062 at $x=-500$ (0.067 if each $P$ is replaced by $-\ln(1-P)$ as in \eqref{width}), so levels are isolated there and $k$ is only an average over them, not the rate of any single state. Morse-type anharmonicity in the well, which narrows the level spacings, raises $\rho$ above the harmonic value, and at fixed $N_{\rm QM}$ this lowers $k$ in proportion. Levels $n\omega_i-\chi\omega_i n(n-1)$ with $\chi=0.005$ in every mode already raise $\rho(E_0)$ by 17 per cent, and by 23 per cent with $\chi=0.015$ in the two CH stretches, so the digits in the tables describe the harmonic model and not the molecule. The tunnelling path lengthens with depth, so the assumption that the transverse frequencies keep their saddle values has to hold over a longer stretch; the model cannot test this. The neglected channels lie outside the model, and wherever they are accessible $k$ no longer describes the whole decay.

The numerical check below verifies the barrier fit symbolically. It integrates the Schr\"odinger equation numerically and compares the result with \eqref{cinc} and with \eqref{P}, the latter with a largest deviation, relative to \eqref{P}, of $1.5\times10^{-7}$. It tests \eqref{logit} against \eqref{P}, the channel sum against a quadrature of \eqref{conv} with a Beyer--Swinehart staircase, and the parabolic limit against its channel sum. It compares \eqref{rho} with a symbolic series and with a Gaussian-smoothed explicit count of levels, which at the three energies tested, $x=-3000$, 0 and 2000 cm$^{-1}$, deviates from \eqref{rho} smoothed by the same Gaussian by at most $5.1\times10^{-5}$ of the latter, and it locates the complex poles by Newton's method to test \eqref{width}.

\section*{Computed values}
\begin{verbatim}
reactant modes (cm^-1): 2840 2780 1750 1500 1250 1170
saddle modes (cm^-1): 3100 1850 1300 850 750 ; barrier 1900i ; L = 2
1 kcal/mol = 349.755 cm^-1 ; c = 2.997925e+10 cm/s
V0 = 85 kcal/mol = 29729.2 cm^-1 ; V1 = 80 kcal/mol = 27980.4 cm^-1
Z = 5645 cm^-1 ; Z_ts = 3925 cm^-1
E0 = 28009.2 cm^-1 = 80.08 kcal/mol
A = 1748.8, B = 115392.7, T = 125.195 cm^-1 ; delta = 30.3554
K = 0.561546 cm^1/2 ; c = 95.3643 ; P(0) = 0.50647
log-odds: gamma = 3.30694e-03 cm, const = 0.02587, quad = 2.8691e-08 cm^2
1/gamma = 302.4 cm^-1 = k_B x 435 K ; Q_ts = 1.1799
S2 = 2.40379e+07 cm^-2, S4 = 1.43539e+14 cm^-4, c4 = 5.51420e+11 cm^-4
prod w = 3.03102e+19 cm^-6 ; W(E0) = 33654.2 cm^-1
rho(E0) terms (per cm^-1): 11.8693 -0.2099 0.00061
max rel. dev.: P vs integration 1.5e-07 ; rho vs count 5.1e-05
x = -2000 cm^-1: a = 93.5092, b = 90.5125, a+b-2c = -6.7069
  channel eps =     0 cm^-1 : P = 1.2209e-03
  channel eps =   750 cm^-1 : P = 9.1762e-05
  channel eps =   850 cm^-1 : P = 6.4793e-05
  channel eps =  1300 cm^-1 : P = 1.3420e-05
  channel eps =  1500 cm^-1 : P = 6.6358e-06
  channel eps =  1600 cm^-1 : P = 4.6614e-06
  channel eps =  1700 cm^-1 : P = 3.2722e-06
  N_QM/P(ground) = 1.1556
x(cm^-1) E(kcal/mol) rho(/cm^-1) N_step N_par N_QM
 -3000  71.50   7.284  0 5.7977e-05 4.3998e-05
 -2000  74.36   8.563  0 1.5811e-03 1.4108e-03
 -1000  77.22  10.016  0 4.1907e-02 4.1228e-02
  -500  78.65  10.813  0 1.9467e-01 1.9589e-01
     0  80.08  11.660  1 6.6970e-01 6.7530e-01
   500  81.51  12.559  1 1.5636e+00 1.5730e+00
  1000  82.94  13.512  3 3.1022e+00 3.1192e+00
  2000  85.80  15.592  8 9.2801e+00 9.3211e+00
x(cm^-1) k_step k_par k_Eckart (s^-1), 1/k_Eckart (s)
 -3000 0.000e+00 4.773e+05 3.622e+05 2.761e-06
 -2000 0.000e+00 1.107e+07 9.878e+06 1.012e-07
 -1000 0.000e+00 2.509e+08 2.468e+08 4.052e-09
  -500 0.000e+00 1.079e+09 1.086e+09 9.207e-10
     0 5.142e+09 3.444e+09 3.473e+09 2.880e-10
   500 4.774e+09 7.465e+09 7.510e+09 1.332e-10
  1000 1.331e+10 1.377e+10 1.384e+10 7.225e-11
  2000 3.076e+10 3.569e+10 3.584e+10 2.790e-11
k = 1e6 s^-1 at x = -2695 cm^-1 = -7.70 kcal/mol
x=-2000, omega = 1710i: k = 4.481e+06 s^-1
x=-2000, omega = 2090i: k = 1.910e+07 s^-1
x=-2000, Eckart V0,V1 = 80,75 kcal/mol, same E0: k = 9.803e+06 s^-1
1D pole (U = 60): y = -2032.0 cm^-1, P = 1.0942e-03, rho = 5.35940e-03 /cm^-1
  Gamma = 0.032513, log form 0.032512, linear form 0.032494 cm^-1
1D pole (U = 60): y = 25.6 cm^-1, P = 5.2763e-01, rho = 5.34606e-03 /cm^-1
  Gamma = 22.339, log form 22.328, linear form 15.708 cm^-1
\end{verbatim}
